# Lieb-Wu energy at strong coupling and the fourth-order spin chain: verification in Python

```python
"""
Result under test: the half-filled Hubbard chain (hopping -t, repulsion U) has
  E/L = -4 ln2 t^2/U + 9 zeta(3) t^4/U^3 + O(t^6/U^5),
and the same two terms follow from the spin chain
  H = sum_i J1 (S_i.S_{i+1} - 1/4) + J2 (S_i.S_{i+2} - 1/4),
  J1 = 4t^2/U - 16t^4/U^3,  J2 = 4t^4/U^3,
with the Heisenberg correlations c1 = 1/4 - ln2 and
c2 = 1/4 - 4 ln2 + 9 zeta(3)/4.
Symbols: L = number of sites, u = U/t, S = spin in units of hbar.
Energies inside the functions are in units of t.
"""
from itertools import combinations
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import fsolve
from scipy.sparse import csr_matrix, identity
from scipy.sparse.linalg import eigsh

mp.mp.dps = 30
LN2 = float(mp.log(2))
Z3 = float(mp.zeta(3))
Z5 = float(mp.zeta(5))


def lieb_wu(u):
    """Energy per site from the integral, with x = u*omega/2."""
    u = mp.mpf(u)

    def integrand(x):
        w = 2 * x / u
        return mp.besselj(0, w) * mp.besselj(1, w) / (x * (1 + mp.exp(x)))
    return -4 * mp.quad(integrand, [0, 2, 5, 10, 20, 40, 80])


def series_term(k, u):
    """Term of order (1/u)^(2k-1) in the strong-coupling series."""
    bessel = (-1)**(k + 1) * k * mp.factorial(2 * k)
    bessel /= mp.factorial(k)**4 * mp.mpf(4)**k
    moment = mp.factorial(2 * k - 2) * mp.altzeta(2 * k - 1)
    return -4 * bessel * moment * (2 / mp.mpf(u))**(2 * k - 1)


def hubbard(n_sites, n_up, n_down, bonds, u):
    """Dense Hubbard Hamiltonian at fixed particle numbers."""
    def species(n_particles):
        masks = [sum(1 << s for s in c)
                 for c in combinations(range(n_sites), n_particles)]
        index = {m: a for a, m in enumerate(masks)}
        hop = np.zeros((len(masks), len(masks)))
        for a, mask in enumerate(masks):
            for i, j in bonds:
                for src, dst in ((i, j), (j, i)):
                    if mask >> src & 1 and not mask >> dst & 1:
                        lo, hi = min(src, dst), max(src, dst)
                        between = sum(mask >> s & 1
                                      for s in range(lo + 1, hi))
                        new = mask ^ (1 << src) ^ (1 << dst)
                        hop[index[new], a] -= (-1)**between
        return masks, hop
    ups, hop_up = species(n_up)
    downs, hop_down = species(n_down)
    double = [bin(a & b).count("1") for a in ups for b in downs]
    return (np.kron(hop_up, np.eye(len(downs)))
            + np.kron(np.eye(len(ups)), hop_down)
            + u * np.diag(np.array(double, dtype=float)))


def spin_ring(n_sites, distance):
    """Sum over the ring of S_i.S_{i+distance} - 1/4, at total Sz = 0."""
    every = np.arange(1 << n_sites)
    count = np.zeros_like(every)
    for s in range(n_sites):
        count += every >> s & 1
    basis = every[count == n_sites // 2]
    dim = len(basis)
    total = -0.5 * n_sites * identity(dim, format="csr")
    for i in range(n_sites):
        j = (i + distance) % n_sites
        differ = (basis >> i & 1) ^ (basis >> j & 1)
        swapped = basis ^ (differ * ((1 << i) | (1 << j)))
        rows = np.searchsorted(basis, swapped)
        total = total + csr_matrix(
            (np.full(dim, 0.5), (rows, np.arange(dim))), shape=(dim, dim))
    return total


def bethe_energy(n_sites, u):
    """Ground energy per site from the discrete Bethe equations."""
    m = n_sites // 2
    charge_q = np.arange(n_sites) - (n_sites - 1) / 2
    spin_q = np.arange(m) - (m - 1) / 2

    def residual(x):
        k, lam = x[:n_sites], x[n_sites:]
        mixed = 2 * np.arctan(4 * (np.sin(k)[:, None] - lam[None, :]) / u)
        spins = 2 * np.arctan(2 * (lam[:, None] - lam[None, :]) / u)
        eq_k = n_sites * k - 2 * np.pi * charge_q + mixed.sum(axis=1)
        eq_l = -mixed.sum(axis=0) - 2 * np.pi * spin_q - spins.sum(axis=1)
        return np.concatenate([eq_k, eq_l])
    guess = np.concatenate([
        2 * np.pi * charge_q / n_sites,
        u / (2 * np.pi) * np.arcsinh(np.tan(2 * np.pi * spin_q / n_sites))])
    root = fsolve(residual, guess, xtol=1e-13)
    assert np.max(np.abs(residual(root))) < 1e-8
    return -2 * np.sum(np.cos(root[:n_sites])) / n_sites


# Lieb-Wu integral against Bethe equations, and these against diagonalization
ring6 = [(i, (i + 1) % 6) for i in range(6)]
ed6 = np.linalg.eigvalsh(hubbard(6, 3, 3, ring6, 8.0))[0] / 6
ba6 = bethe_energy(6, 8.0)
assert abs(ed6 - ba6) < 1e-9
e30, e62 = bethe_energy(30, 8.0), bethe_energy(62, 8.0)
bethe_limit = (62**2 * e62 - 30**2 * e30) / (62**2 - 30**2)
integral8 = float(lieb_wu(8))
assert abs(bethe_limit - integral8) < 1e-5  # residual finite-size logarithms

# Coefficients of the expansion extracted from the integral at large u
u_big = 200
e_big = lieb_wu(u_big)
coef2 = float(e_big * u_big)
coef4 = float((e_big * u_big + 4 * mp.log(2)) * u_big**2)
coef6 = float(((e_big * u_big + 4 * mp.log(2)) * u_big**2
               - 9 * mp.zeta(3)) * u_big**2)
assert abs(coef2 + 4 * LN2) < 5e-4      # next order is about 11/u^2
assert abs(coef4 - 9 * Z3) < 4e-3       # next order is about 78/u^2
assert abs(coef6 + 75 * Z5) < 0.05      # next order is about 700/u^2

# Convergence of the complete series above u = 4, growth of terms below
series5 = mp.fsum(series_term(k, 5) for k in range(1, 81))
integral5 = lieb_wu(5)
assert abs(series5 - integral5) < 1e-12
assert abs(series_term(80, 3.5)) > abs(series_term(40, 3.5))

# Three-site open chain: fourth-order energies of the two doublets
levels3 = np.linalg.eigvalsh(hubbard(3, 2, 1, [(0, 1), (1, 2)], 200.0))[:3]
triplet4 = (levels3[0] * 200 + 6) * 200**2
singlet4 = (levels3[1] * 200 + 2) * 200**2
assert abs(triplet4 - 24) < 0.02 and abs(singlet4 - 4) < 0.02
assert abs(levels3[2]) < 1e-10

# Six-site ring: all 20 spin levels, and first-order ground energy
near6, next6 = spin_ring(6, 1).toarray(), spin_ring(6, 2).toarray()
ground6 = np.linalg.eigh(near6)[1][:, 0]
level_error, ground_error = [], []
for u in (40.0, 80.0):
    exact = np.linalg.eigvalsh(hubbard(6, 3, 3, ring6, u))[:20]
    h_eff = (4 / u - 16 / u**3) * near6 + 4 / u**3 * next6
    level_error.append(np.max(np.abs(exact - np.linalg.eigvalsh(h_eff))))
    ground_error.append(abs(exact[0] - ground6 @ h_eff @ ground6))
level_ratio = level_error[0] / level_error[1]
ground_ratio = ground_error[0] / ground_error[1]
assert 28 < level_ratio < 36 and 28 < ground_ratio < 36  # 2^5 = 32

# Heisenberg correlations from rings, extrapolated in 1/L^2 and 1/L^4
c1 = 0.25 - LN2
c2 = 0.25 - 4 * LN2 + 9 * Z3 / 4
sizes = np.array([10, 14, 18])
rng = np.random.default_rng(1)
ring_corr = []
for n in sizes:
    near, second = spin_ring(n, 1), spin_ring(n, 2)
    _, vec = eigsh(near, k=1, which="SA", v0=rng.normal(size=near.shape[0]))
    psi = vec[:, 0]
    ring_corr.append([psi @ (near @ psi) / n + 0.25,
                      psi @ (second @ psi) / n + 0.25])
ring_corr = np.array(ring_corr)
powers = np.array([[1.0, 1.0 / n**2, 1.0 / n**4] for n in sizes])
c1_num, c2_num = np.linalg.solve(powers, ring_corr)[0]
assert abs(c1_num - c1) < 5e-4    # logarithmic finite-size corrections
assert abs(c2_num - c2) < 1.5e-3
coef4_rings = -16 * (c1_num - 0.25) + 4 * (c2_num - 0.25)
assert abs(coef4_rings - 9 * Z3) < 0.02

# Worked example with round model parameters
t_meV, U_meV = 300.0, 3000.0
u_ex = U_meV / t_meV
scale4 = t_meV**4 / U_meV**3
J2 = 4 * scale4
J1 = 4 * t_meV**2 / U_meV - 16 * scale4
second_order = 4 * t_meV**2 / U_meV * (c1 - 0.25)
part_near = -16 * scale4 * (c1 - 0.25)
part_next = J2 * (c2 - 0.25)
fourth_order = part_near + part_next
full = float(lieb_wu(u_ex)) * t_meV
two_terms = second_order + fourth_order
sixth_order = -75 * Z5 * t_meV**6 / U_meV**5
assert abs(full - two_terms) < abs(full - second_order)
assert abs(full - two_terms - sixth_order) < 0.15 * abs(sixth_order)
full_joule = full * 1e-3 * constants.e

print("CHECKS (energies in units of t unless stated)")
print(f"6-site ring, U/t=8, diagonalization, E/L: {ed6:.8f} t")
print(f"6-site ring, U/t=8, Bethe equations, E/L: {ba6:.8f} t")
print(f"Bethe equations, L=30 and 62 extrapolated: {bethe_limit:.7f} t")
print(f"Lieb-Wu integral, U/t=8: {integral8:.7f} t")
print(f"U/t used to extract coefficients: {u_big} (no unit)")
print(f"t^2/U coefficient from integral: {coef2:.5f} (no unit)")
print(f"-4 ln2: {-4 * LN2:.5f} (no unit)")
print(f"t^4/U^3 coefficient from integral: {coef4:.4f} (no unit)")
print(f"9 zeta(3): {9 * Z3:.4f} (no unit)")
print(f"t^6/U^5 coefficient from integral: {coef6:.3f} (no unit)")
print(f"-75 zeta(5): {-75 * Z5:.3f} (no unit)")
print(f"80-term series at U/t=5: {float(series5):.10f} t")
print(f"Lieb-Wu integral at U/t=5: {float(integral5):.10f} t")
print(f"3 sites, outer triplet, 4th order: {triplet4:.4f} t^4/U^3")
print(f"3 sites, outer singlet, 4th order: {singlet4:.4f} t^4/U^3")
print(f"6-site level error ratio, U/t 40 to 80: {level_ratio:.2f}")
print(f"6-site first-order ground error ratio: {ground_ratio:.2f}")
for n, row in zip(sizes, ring_corr):
    print(f"Heisenberg ring L={n}: c1={row[0]:.6f}, c2={row[1]:.6f}")
print(f"c1 extrapolated: {c1_num:.5f}; closed form: {c1:.6f}")
print(f"c2 extrapolated: {c2_num:.5f}; closed form: {c2:.6f}")
print(f"t^4/U^3 coefficient from ring data: {coef4_rings:.4f}")
print(f"first-neighbour part, 16 ln2: {16 * LN2:.4f} (no unit)")
print(f"second-neighbour part, 4(c2-1/4): {4 * (c2 - 0.25):.4f} (no unit)")
print("WORKED EXAMPLE")
print(f"t: {t_meV:.0f} meV")
print(f"U: {U_meV:.0f} meV")
print(f"U/t: {u_ex:.0f} (no unit)")
print(f"t^4/U^3: {scale4:.4f} meV")
print(f"J1: {J1:.3f} meV")
print(f"J2: {J2:.3f} meV")
print(f"J2/J1: {J2 / J1:.5f} (no unit)")
print(f"second-order energy per site: {second_order:.4f} meV")
print(f"4th order, first-neighbour part: {part_near:.4f} meV")
print(f"4th order, second-neighbour part: {part_next:.4f} meV")
print(f"fourth-order energy per site: {fourth_order:.4f} meV")
print(f"sum of both orders per site: {two_terms:.4f} meV")
print(f"full Lieb-Wu energy per site: {full:.4f} meV")
print(f"full Lieb-Wu energy per site: {full_joule:.4e} J")
print(f"full minus two terms: {full - two_terms:.4f} meV")
print(f"sixth-order term: {sixth_order:.4f} meV")
print("checks complete")
```

It prints:

```
CHECKS (energies in units of t unless stated)
6-site ring, U/t=8, diagonalization, E/L: -0.34135515 t
6-site ring, U/t=8, Bethe equations, E/L: -0.34135515 t
Bethe equations, L=30 and 62 extrapolated: -0.3275302 t
Lieb-Wu integral, U/t=8: -0.3275305 t
U/t used to extract coefficients: 200 (no unit)
t^2/U coefficient from integral: -2.77232 (no unit)
-4 ln2: -2.77259 (no unit)
t^4/U^3 coefficient from integral: 10.8166 (no unit)
9 zeta(3): 10.8185 (no unit)
t^6/U^5 coefficient from integral: -77.752 (no unit)
-75 zeta(5): -77.770 (no unit)
80-term series at U/t=5: -0.4864800343 t
Lieb-Wu integral at U/t=5: -0.4864800343 t
3 sites, outer triplet, 4th order: 23.9958 t^4/U^3
3 sites, outer singlet, 4th order: 3.9996 t^4/U^3
6-site level error ratio, U/t 40 to 80: 31.51
6-site first-order ground error ratio: 31.51
Heisenberg ring L=10: c1=-0.451545, c2=0.190550
Heisenberg ring L=14: c1=-0.447396, c2=0.186239
Heisenberg ring L=18: c1=-0.445708, c2=0.184538
c1 extrapolated: -0.44314; closed form: -0.443147
c2 extrapolated: 0.18202; closed form: 0.182039
t^4/U^3 coefficient from ring data: 10.8184
first-neighbour part, 16 ln2: 11.0904 (no unit)
second-neighbour part, 4(c2-1/4): -0.2718 (no unit)
WORKED EXAMPLE
t: 300 meV
U: 3000 meV
U/t: 10 (no unit)
t^4/U^3: 0.3000 meV
J1: 115.200 meV
J2: 1.200 meV
J2/J1: 0.01042 (no unit)
second-order energy per site: -83.1777 meV
4th order, first-neighbour part: 3.3271 meV
4th order, second-neighbour part: -0.0816 meV
fourth-order energy per site: 3.2456 meV
sum of both orders per site: -79.9321 meV
full Lieb-Wu energy per site: -80.1465 meV
full Lieb-Wu energy per site: -1.2841e-20 J
full minus two terms: -0.2144 meV
sixth-order term: -0.2333 meV
checks complete
```
